# One-loop vacuum polarization correction to the Coulomb potential in momentum space

## The Uehling potential from the cut of the vacuum polarization

### 1. A single pole

Atomic units are used ($\hbar=m=e=4\pi\varepsilon_0=1$, so $c=1/\alpha$). An electron near a static point charge $Z$ has potential energy $-Z/r$, or $-4\pi Z/k^2$ in momentum space. Suppose the photon propagator acquired one extra term, a pole of strength $\eta$ and inverse range $\mu$, so that $\delta V(k)=-4\pi Z\eta/(k^2+\mu^2)$.

For any function $h(k)$ of $k^2$, the angular average of $e^{i\mathbf k\cdot\mathbf r}$ is $\sin(kr)/kr$, and

$$\int\!\frac{d^3k}{(2\pi)^3}e^{i\mathbf k\cdot\mathbf r}h=\frac{1}{2\pi^2r}\int_0^\infty\!dk\,k\sin(kr)\,h=\frac{1}{4\pi^2 i r}\int_{-\infty}^{\infty}\!dk\,k\,e^{ikr}h .\tag{1}$$

The second form holds because $k\cos(kr)h$ is odd and drops out, while $k\sin(kr)h$ is even and doubles. For $r>0$ the factor $e^{ikr}$ decays in the upper half plane, where $h=4\pi/(k^2+\mu^2)$ has one pole, at $k=i\mu$. The residue of $k\,e^{ikr}h$ is $i\mu e^{-\mu r}4\pi/(2i\mu)=2\pi e^{-\mu r}$, and multiplying by $2\pi i/(4\pi^2ir)$ gives

$$\delta V(r)=-Z\eta\,\frac{e^{-\mu r}}{r}.\tag{2}$$

A singularity at $k=i\mu$ thus produces a Yukawa term of range $1/\mu$, and $\mu\to0$ returns the Coulomb form. An electron–positron pair can have any invariant mass above $2m$, so the loop correction has a line of singularities in place of one pole, and (2) becomes an integral over $\mu\ge 2c$.

### 2. The one-loop propagator

In this section momenta are Euclidean and measured in units of $mc$, with $\hbar=c=1$, $e^2=4\pi\alpha$ and Hermitian matrices obeying $\{\gamma_\mu,\gamma_\nu\}=2\delta_{\mu\nu}$. The symbol $\hat a$ means $\gamma_\mu a_\mu$. The electron in the loop is free, with propagator $S(a)=(i\hat a+1)^{-1}=(-i\hat a+1)/(a^2+1)$. Integrating out the electron field adds $-\mathrm{Tr}\ln(S^{-1}+ie\hat A)$ to the Maxwell action. From $\ln(1+X)=X-X^2/2+\dots$ the quadratic term is $+\tfrac12\mathrm{Tr}(S\,ie\hat A)^2$, which has the form $\tfrac12A_\mu K_{\mu\nu}A_\nu$ with

$$K_{\mu\nu}(q)=-e^2\!\int\!\frac{d^4l}{(2\pi)^4}\,\mathrm{tr}[\gamma_\mu S(a)\gamma_\nu S(b)],\qquad a=l+\tfrac q2,\quad b=l-\tfrac q2 .\tag{3}$$

Since $i\hat q=S^{-1}(a)-S^{-1}(b)$, contracting with $q_\mu$ turns the trace into a multiple of $\mathrm{tr}[(S(b)-S(a))\gamma_\nu]$, whose integral vanishes in any regularization that permits a shift of $l$. Such a regularization is assumed. Then $K_{\mu\nu}=(q^2\delta_{\mu\nu}-q_\mu q_\nu)\kappa(q^2)$ has the structure of the Maxwell kernel and multiplies it by $1+\kappa$.

With $q$ along axis 4, the difference $K_{44}-K_{11}=-q^2\kappa$ is free of everything proportional to $\delta_{\mu\nu}$. The trace of the numerators is $-4(a_\mu b_\nu+a_\nu b_\mu-\delta_{\mu\nu}a\cdot b)+4\delta_{\mu\nu}$, so

$$-q^2\kappa=8e^2\!\int\!\frac{d^4l}{(2\pi)^4}\frac{a_4b_4-a_1b_1}{(a^2+1)(b^2+1)} .\tag{4}$$

The denominators combine by $1/AB=\int_0^1dx\,[xA+(1-x)B]^{-2}$. Here $xA+(1-x)B=l^2+(2x-1)\,l\cdot q+q^2/4+1=l'^2+\Delta$, with $l'=l+(x-\tfrac12)q$ and $\Delta=1+q^2/4-(x-\tfrac12)^2q^2=1+x(1-x)q^2$. Then $a=l'+(1-x)q$, $b=l'-xq$, and

$$a_4b_4-a_1b_1=(l_4'^2-l_1'^2)+(1-2x)\,q\,l'_4-x(1-x)q^2 .$$

The first two terms average to zero over the directions of $l'$. For the third, $d^4l'=\pi^2l'^2\,d(l'^2)$ gives $\int d^4l'\,(2\pi)^{-4}(l'^2+\Delta)^{-2}=[\ln(\Lambda^2/\Delta)-1]/16\pi^2$ for a large cutoff $\Lambda$. Therefore $\kappa=(e^2/2\pi^2)\int_0^1dx\,x(1-x)[\ln(\Lambda^2/\Delta)-1]$. Another regulator changes $\kappa$ only by a $q$-independent constant: the regulator-dependent part of (4) comes from large $l$, is a polynomial in $q$ of degree two by power counting, and vanishes at $q=0$, where $K_{44}=K_{11}$ by symmetry. That constant cancels in the difference $\kappa(q^2)-\kappa(0)\equiv-\hat\Pi$, where $\Delta=1$ at $q=0$ has been used:

$$\hat\Pi=\frac{\alpha}{3\pi}P(p),\qquad P(p)=6\int_0^1\!dx\,x(1-x)\ln\!\left[1+x(1-x)p^2\right].\tag{5}$$

The prefactor follows from $e^2/2\pi^2=2\alpha/\pi=6\,(\alpha/3\pi)$. The numerical check integrates (4) in four dimensions without the parameter $x$ and without the shift, and reproduces (5) in size and sign: $P(1)=0.181289$, $P(5)=1.757718$.

A static source couples to $A_4$ at purely spatial $q$, where the kernel is $q^2[1+\kappa(0)-\hat\Pi]$. The factor $1+\kappa(0)$ is absorbed into the charge, which thereby becomes the charge measured at large distance (on-shell renormalization). In atomic units a momentum $k$ corresponds to $p=k/c$, and

$$V(k)=-\frac{4\pi Z}{k^2(1-\hat\Pi)}\approx-\frac{4\pi Z}{k^2}-\frac{4\pi Z}{k^2}\hat\Pi .\tag{6}$$

The last term defines $\delta V(k)$. Iterated bubbles are of order $\alpha^2$, as are two-loop diagrams, and both are dropped together. Relative to $\delta V(k)$ the iterated bubble is of size $\hat\Pi$, which is $1.4\times10^{-4}$ at $k=c$. The irreducible two-loop diagrams, after renormalization, vanish like $p^2$ at small $k$ just as $\hat\Pi$ does, so their relative size does not vanish with $\hat\Pi$; it is $\alpha/\pi$ times a coefficient not computed here. Keeping the loop electron free makes $\delta V$ linear in $Z$.

Inserting $h=\delta V(k)$ in (1), with $k=cp$ and $\rho=cr$, gives $-(Z/\pi i r)(\alpha/3\pi)\int dp\,e^{ip\rho}P/p$, which is written as

$$\delta V(r)=-\frac Zr\,\frac{2\alpha}{3\pi}\,U(\rho),\qquad U(\rho)=\frac1{2\pi i}\int_{-\infty}^{\infty}\!dp\,\frac{e^{ip\rho}P(p)}{p}=\frac1\pi\int_0^\infty\!dp\,\frac{\sin(p\rho)P(p)}{p}.\tag{7}$$

The variable $\rho$ is $r$ in units of the reduced Compton length $\hbar/mc=\alpha a_0$.

### 3. Analytic structure of $P$

The logarithm in (5) is taken on its principal branch, which is real for real $p$. It is singular only where its argument is real and not positive. That requires $p^2$ real and $p^2\le-1/[x(1-x)]\le-4$, because $x(1-x)\le\tfrac14$. So $P$ is analytic in the $p$ plane cut along the imaginary axis from $2i$ to $i\infty$ and from $-2i$ to $-i\infty$.

Three further facts are needed, and one integration by parts supplies them. Set $x=(1+z)/2$, so that $x(1-x)=(1-z^2)/4$ and $dx=dz/2$, and define $v^2=1+4/p^2$. The argument of the logarithm becomes $(p^2/4)(v^2-z^2)$, and evenness in $z$ gives $P=\tfrac32\int_0^1dz\,(1-z^2)\ln[(p^2/4)(v^2-z^2)]$. The antiderivative $z-z^3/3$ vanishes at $z=0$ and the logarithm vanishes at $z=1$, so no boundary term survives, and the derivative of the logarithm is $-2z/(v^2-z^2)$:

$$P=\int_0^1\!dz\,\frac{z^2(3-z^2)}{v^2-z^2}=\frac13+(3-v^2)\left[\frac v2\ln\frac{v+1}{v-1}-1\right].\tag{8}$$

The closed form uses the division $z^2(3-z^2)/(v^2-z^2)=z^2+v^2-3+v^2(3-v^2)/(v^2-z^2)$ and $\int_0^1dz/(v^2-z^2)=(1/2v)\ln[(v+1)/(v-1)]$.

At small $p$, $v^2\approx4/p^2$ and $P\approx(p^2/4)(1-\tfrac15)=p^2/5$. The integrand of (7) therefore has no pole at $p=0$. This is the renormalization condition at work: a constant left in $P$ would contribute a term proportional to $1/r$, a change of the charge seen from afar. At the branch point $p=2i$, $v\to0$, the product $v\ln[\dots]$ vanishes and $P\to\tfrac13-3=-\tfrac83$, a finite value. At large $|p|$, $v-1\approx2/p^2$ and $P\to\tfrac13+2[\tfrac12\ln p^2-1]=\ln p^2-\tfrac53$ in every direction up to the cut. On the real axis the integrand of (7) thus falls off like $\ln p/p$ times an oscillation, and the integral converges only conditionally; it is taken as the limit of the segment $[-R,R]$. The same logarithm limits (6), which fails when $(\alpha/3\pi)\ln p^2$ approaches one.

### 4. Deforming the contour

Take the closed path made of the segment from $-R$ to $R$, the quarter arc from $R$ to the right side of the cut at $iR$, the right side down to $2i$, a small circle passing under the branch point, the left side up to $iR$, and the quarter arc back to $-R$. The integrand $e^{ip\rho}P/p$ is analytic inside, so the pieces sum to zero. The small circle contributes its vanishing length times a bounded integrand and drops out. On the cut $p=i\chi$, so $dp/p=d\chi/\chi$ and $e^{ip\rho}=e^{-\chi\rho}$. The downward run carries $-P_{\rm R}$ and the upward run $+P_{\rm L}$. Moving both to the other side of the equation,

$$\text{segment}+\text{arcs}=\int_2^R\!\frac{d\chi}{\chi}\,e^{-\chi\rho}\,(P_{\rm R}-P_{\rm L}).\tag{9}$$

On the arcs $p=Re^{i\varphi}$, $dp/p=i\,d\varphi$ and $|e^{ip\rho}|=e^{-R\rho\sin\varphi}$. Jordan's inequality $\sin\varphi\ge2\varphi/\pi$ on $[0,\pi/2]$ bounds each quarter by $\max|P|\int_0^\infty e^{-2R\rho\varphi/\pi}d\varphi$, so

$$|\text{arcs}|\le\frac{\pi\max|P|}{R\rho}\sim\frac{2\pi\ln R}{R\rho}\to0\qquad(\rho>0).\tag{10}$$

For the discontinuity put $p=2it\pm\epsilon$ with $t>1$. Then $p^2=-4t^2\pm4it\epsilon$ to first order, so on the right side the argument of the logarithm has a small positive imaginary part and on the left a small negative one. Its real part $1-t^2(1-z^2)$ is negative for $|z|<\beta$, with $\beta=\sqrt{1-1/t^2}$, and there the logarithm has imaginary part $\pm\pi$. The real parts on the two sides are equal. Hence

$$\mathrm{Im}\,P_{\rm R}=-\mathrm{Im}\,P_{\rm L}=\frac{3\pi}2\int_0^\beta\!dz\,(1-z^2)=\frac{\pi\beta}{2}(3-\beta^2)=\pi\beta\left(1+\frac1{2t^2}\right),\tag{11}$$

where $3-\beta^2=2+1/t^2$. With $\chi=2t$, $d\chi/\chi=dt/t$ and $\beta/t=\sqrt{t^2-1}/t^2$, the right side of (9) is $2\pi i\int_1^{R/2}dt\,w(t)e^{-2\rho t}$. Dividing by $2\pi i$ as in (7) and letting $R\to\infty$ with (10) yields the Uehling potential,

$$\delta V(r)=-\frac Zr\,\frac{2\alpha}{3\pi}\int_1^\infty\!dt\,e^{-2crt}\,w(t),\qquad w(t)=\left(1+\frac1{2t^2}\right)\frac{\sqrt{t^2-1}}{t^2}.\tag{12}$$

The exponent $2crt$ is $2mrt$ in units with $\hbar=c=1$.

The numerical check tests (9) at finite radius. For $\rho=0.4$ and $R=12$ the imaginary parts are $1.620612$ for the segment and $-0.008526$ for the arcs, and their sum $1.612086$ equals the cut integral. The arcs have magnitudes $1.092$, $0.246$ and $0.032$ at $R=10$, $100$ and $1000$, each below the bound (10), which is $3.34$, $0.642$ and $0.099$. The value at $R=12$ is far smaller than the one at $R=10$. One integration by parts shows why this can happen: the end points $\pm R$ give the leading term $2iP(R)\cos(R\rho)/R\rho$, which oscillates and is already reduced to about $+0.12i$ at $R\rho=4.8$, near its zero at $3\pi/2$. A second integration by parts adds $-2i\,(P/p)'|_{p=R}\sin(R\rho)/\rho^2$, about $-0.12i$ there, which nearly cancels it. What is left comes mainly from the other ends of the arcs, at $iR$ on the two sides of the cut, whose leading term $-2i\,\mathrm{Im}P_{\rm R}\,e^{-R\rho}/R\rho$ is about $-0.011i$ here. A summation of the last integral in (7) along the real axis, which uses no contour, agrees with (12) to better than $10^{-7}$ relative to $U$ at $\rho=0.05$, $0.3$, $1$ and $2.5$; at $\rho=1$ both give $U=0.0359327$.

### 5. Meaning of the weight

Comparison of (12) with (2) shows a superposition of Yukawa terms with $\mu=2ct$ and strength $d\eta=(2\alpha/3\pi)w\,dt$. On the cut $-p^2=4t^2=s$ is a timelike invariant mass squared in units of $m^2$, each member of a pair of that mass has energy $t$ in the pair's rest frame, and $\beta$ is its speed. The weight can be rederived from the decay of a photon of mass $\sqrt s$ into a real pair. The optical theorem equates twice the imaginary part of the forward amplitude with the squared production amplitude summed over final states. At $q^2=-s$ the kernel $q^2(1-\hat\Pi)$ is $-s+s\hat\Pi$, to be compared with $-s+M^2-iM\Gamma$ for a decaying particle, so the forward amplitude is $-s\hat\Pi$ for each of three polarizations. It is taken at $s+i0$, that is $p^2=-s-i0$, the left side of the cut, and by (11) its imaginary part is $s\,\mathrm{Im}\,\hat\Pi$ with $\mathrm{Im}\,\hat\Pi$ denoting, here and below, the value on the right side. In Minkowski notation, with $m=c=1$, the polarization sum is $-g_{\mu\nu}$ up to a term that current conservation removes, so

$$6s\,\mathrm{Im}\,\hat\Pi=e^2\Phi_2T,\qquad T=-\mathrm{tr}[(\hat p_1+1)\gamma^\mu(\hat p_2-1)\gamma_\mu].\tag{13}$$

The identities $\gamma^\mu\hat p\gamma_\mu=-2\hat p$ and $\gamma^\mu\gamma_\mu=4$ give $T=8p_1\!\cdot p_2+16=4(s+2)$, since $p_1\!\cdot p_2=(s-2)/2$. The two-body phase space is $\Phi_2=\int d^3p\,(2\pi)^{-3}(2E)^{-2}\,2\pi\delta(\sqrt s-2E)=|\mathbf p|/8\pi E=\beta/8\pi$, using $dE/dp=p/E$. Then $\mathrm{Im}\,\hat\Pi=(\alpha/3)\beta(1+2/s)$, which is $(\alpha/3\pi)$ times (11). The factor $\beta$ is phase space, $1+1/2t^2$ is the spin sum, and the remaining $1/t$ in $w$ is the measure $d\chi/\chi$. Explicit matrices confirm the match at three values of $t$, for instance $\mathrm{Im}\,P=2.861962$ at $t=1.5$. Because $w>0$, the correction has the sign of the Coulomb term at every $r>0$: an electron inside the polarization cloud sees a less screened charge.

### 6. Limits

Short distance. With $\sqrt{1-t^{-2}}=1-\tfrac12t^{-2}-\tfrac18t^{-4}-\dots$, the weight behaves as $w=1/t-3/8t^5+\dots$. The $1/t$ tail is split off exactly:

$$U=E_1(2\rho)+\int_1^\infty\!dt\left(w-\frac1t\right)e^{-2\rho t},\qquad E_1(2\rho)=-\gamma_E-\ln2\rho+2\rho+O(\rho^2).\tag{14}$$

In the remaining integral the decay $t^{-5}$ allows $e^{-2\rho t}=1-2\rho t+O(\rho^2t^2)$. For the zeroth order, $\int_1^Tdt\sqrt{t^2-1}/t^2=\operatorname{arcosh}T-\sqrt{T^2-1}/T\to\ln2T-1$, and $u=1/t$ turns $\int dt\sqrt{t^2-1}/2t^4$ into $\tfrac12\int_0^1u\sqrt{1-u^2}\,du=\tfrac16$. Subtracting $\ln T$ leaves $\ln2-\tfrac56=-0.140186$. For the first order, $\int_1^Tdt\sqrt{t^2-1}/t=\sqrt{T^2-1}-\operatorname{arcsec}T\to T-\pi/2$ and $\int dt\sqrt{t^2-1}/2t^3=\tfrac12\int_0^1\sqrt{1-u^2}\,du=\pi/8$, so $\int_1^\infty(tw-1)dt=1-3\pi/8$. The terms $\ln2$ cancel, as do the terms $2\rho$, and

$$U=-\ln\rho-\gamma_E-\frac56+\frac{3\pi}4\rho+O(\rho^2).\tag{15}$$

At $\rho=0.001$ this gives $5.499562$ against $5.499561$ from (12). The logarithm is the growth $(\alpha/3\pi)\ln p^2$ of $\hat\Pi$ evaluated at $p\sim1/\rho$.

Long distance. For $\rho\gg1$ only $t=1+y$ with $y\sim1/2\rho$ contributes. The three factors of $w$ expand as $\tfrac32(1-\tfrac23y)$, $\sqrt{2y}\,(1+\tfrac14y)$ and $1-2y$, whose linear terms add to $-\tfrac{29}{12}y$. Using $\int_0^\infty y^{n}e^{-2\rho y}dy=\Gamma(n+1)/(2\rho)^{n+1}$, $\Gamma(\tfrac32)=\sqrt\pi/2$ and $\Gamma(\tfrac52)/\Gamma(\tfrac32)=\tfrac32$,

$$U=\frac{3\sqrt\pi}8\,\frac{e^{-2\rho}}{\rho^{3/2}}\left[1-\frac{29}{16\rho}+O(\rho^{-2})\right].\tag{16}$$

At $\rho=50$ the bracket is $0.96539$ from (12) and $0.96375$ from the two terms shown; the difference is tested to lie below $5/\rho^2$. The first correction exceeds ten per cent of the leading term for $\rho<18$, so the leading term alone is a poor guide wherever $U$ is appreciable. The exponent is fixed by the position of the branch point and the power $\rho^{-3/2}$ by the square root at threshold.

Volume integral. The substitution $u=1/t$ gives the moments $M_n=\int_1^\infty w\,t^{-n}dt=\int_0^1u^{n-1}(1+u^2/2)\sqrt{1-u^2}\,du$, so $M_2=\tfrac13+\tfrac1{15}=\tfrac25$ and $M_3=\tfrac\pi{16}+\tfrac\pi{64}=\tfrac{5\pi}{64}$. From $\int_0^\infty\rho\,e^{-2\rho t}d\rho=1/4t^2$ follows $\int\rho\,U\,d\rho=M_2/4=\tfrac1{10}$, and

$$\int\!d^3r\,\delta V=-4\pi Z\,\frac{2\alpha}{3\pi}\,\frac1{10\,c^2}=-\frac{4Z\alpha^3}{15}.\tag{17}$$

This equals $\delta V(k\to0)=-4\pi Z(\alpha/3\pi)/5c^2$ from $P\approx p^2/5$, as it must.

### 7. The 1s level of hydrogen-like rhodium

Take Rh$^{44+}$ with $Z=45$, a point nucleus of infinite mass, and $\delta V$ in first-order perturbation theory. Here $Z\alpha=0.328381$, $\hbar/mc=3.861593\times10^{-3}$ Å and $2\alpha/3\pi=1.548546\times10^{-3}$. At $r=10^{-3}$ Å,

$$\rho=\frac{10^{-3}}{3.861593\times10^{-3}}=0.25896,\qquad \frac{\delta V}{V}=1.548546\times10^{-3}\times0.464784=7.197\times10^{-4},$$

with $U=0.464784$ from (12). The Coulomb energy is $V=-45\times27.211386\times0.52917721/10^{-3}=-6.480\times10^5$ eV, so $\delta V=-466.4$ eV.

| $r$ (Å) | $\rho$ | $U$ | $\delta V/V$ | $\delta V$ (eV) |
|---|---|---|---|---|
| $2\times10^{-4}$ | 0.0518 | 1.668 | $2.583\times10^{-3}$ | $-8369$ |
| $1\times10^{-3}$ | 0.2590 | 0.4648 | $7.197\times10^{-4}$ | $-466.4$ |
| $4\times10^{-3}$ | 1.036 | 0.03235 | $5.010\times10^{-5}$ | $-8.116$ |
| $1\times10^{-2}$ | 2.590 | $5.543\times10^{-4}$ | $8.583\times10^{-7}$ | $-0.05562$ |

If the wave function were constant over the range of $\delta V$, the shift would be (17) times $|\psi(0)|^2=Z^3/\pi$, that is $-4\alpha^3Z^4/15\pi$. The volume integral is $-1.88032\times10^{-5}$ eV Å$^3$, and

$$\Delta E_{\rm contact}=-1.88032\times10^{-5}\times\frac{45^3}{\pi\,(0.52917721)^3}\ \text{eV}=-3.681\ \text{eV}.$$

The orbital radius $1/Z$ exceeds the Compton length $\alpha$ only by the factor $1/Z\alpha$, about three here, so this approximation has to be improved. For the Schrödinger 1s state the radial density is $4Z^3r^2e^{-2Zr}$, and each Yukawa term averages to $4Z^3\int r\,e^{-2(Z+ct)r}dr=Z^3/(Z+ct)^2$. Writing $Z+ct=ct(1+Z\alpha/t)$ and dividing by the contact value,

$$\frac{\Delta E_{\rm S}}{\Delta E_{\rm contact}}=\frac1{M_2}\int_1^\infty\!\frac{dt\,w}{t^2(1+Z\alpha/t)^2}=1-2Z\alpha\frac{M_3}{M_2}+\dots=1-\frac{25\pi}{64}Z\alpha+\dots\tag{18}$$

The full integral is $0.7012$, so $\Delta E_{\rm S}=0.7012\times(-3.681)=-2.581$ eV. The linear approximation gives $0.5970$. It lies below the full ratio for any $Z$, because $(1+\xi)^{-2}\ge1-2\xi$ for $\xi\ge0$ and $w>0$, and at this $Z$ the expansion in $Z\alpha$ cannot be stopped at first order.

At $Z\alpha\approx\tfrac13$ the Dirac wave function is required. For the 1s state the radial components $G$ and $F$ (each including the factor $r$) obey

$$G'-\frac Gr=\frac{E+c^2+Z/r}{c}F,\qquad F'+\frac Fr=-\frac{E-c^2+Z/r}{c}G.\tag{19}$$

Let $\gamma=\sqrt{1-Z^2\alpha^2}$ (a number, not a matrix) and try $G=r^\gamma e^{-Zr}$, $F=-\lambda G$, $E=\gamma c^2$, with $\lambda=Z\alpha/(1+\gamma)=(1-\gamma)/Z\alpha$; the two forms agree because $Z^2\alpha^2=1-\gamma^2$. The first equation reads $(\gamma-1)/r-Z=-\lambda Z\alpha/r-\lambda c(1+\gamma)$ and the second $-\lambda(\gamma+1)/r+\lambda Z=-Z\alpha/r+c(1-\gamma)$, and both hold term by term. The normalized density is $G^2+F^2\to(2Z)^{2\gamma+1}r^{2\gamma}e^{-2Zr}/\Gamma(2\gamma+1)$. The average of $e^{-2crt}/r$ is then $(2Z)^{2\gamma+1}\Gamma(2\gamma)/[\Gamma(2\gamma+1)(2Z+2ct)^{2\gamma}]$, and $\Gamma(2\gamma+1)=2\gamma\,\Gamma(2\gamma)$ gives

$$\Delta E_{\rm D}=-\frac{2\alpha}{3\pi}\,\frac{Z^2}{\gamma}\int_1^\infty\!dt\,w(t)\left(\frac{Z}{Z+ct}\right)^{2\gamma},\tag{20}$$

which reduces to the Schrödinger expression at $\gamma=1$. With $\gamma=0.944545$,

$$\Delta E_{\rm D}=-0.124744\ \text{hartree}\times27.211386\ \text{eV/hartree}=-3.394\ \text{eV}.$$

The integrand of (20) exceeds the Schrödinger one by the factor $\gamma^{-1}(1+t/Z\alpha)^{2-2\gamma}$, which is greater than one for every $t$, so the Dirac shift is the larger in magnitude. Its ratio to the contact value, $0.922$, is near one only because this enhancement partly undoes the reduction in (18). Both shifts are tested against a radial quadrature of $\delta V$ and against the momentum-space integral $-(2Z/\pi)\int_0^\infty dk\,\hat\Pi\,\mathcal F(k)$, with $\mathcal F$ the form factor of the density, in which (12) is never used.

Relative to the Dirac binding energy $c^2(1-\gamma)$, which is $28337$ eV, the shift is $1.2\times10^{-4}$. Second-order perturbation theory in $\delta V$ is of order $\alpha^2$, like the terms dropped in (6); among those, the irreducible two-loop term, of relative order $\alpha/\pi$, can already alter the third figure. The figure $-3.39$ eV belongs to the point-nucleus model. The region $r<6\times10^{-5}$ Å, a round length of nuclear scale, supplies $0.8\%$ of $\Delta E_{\rm D}$; this is not the finite-size correction, since an extended nucleus alters both $\delta V$ and the wave function, and it overstates it: a uniformly charged sphere of radius $5.8\times10^{-5}$ Å reduces $|\Delta E_{\rm D}|$ by about $0.2\%$, which alters the fourth figure. The Coulomb field acting on the loop electron adds the Wichmann–Kroll terms, which start at three powers of $Z$ because the term with two vanishes by Furry's theorem. By power counting their contribution to the level shift is smaller than (20) by a factor $(Z\alpha)^2$ times a coefficient not computed here. Loops of heavier particles and nuclear recoil are also omitted. The electron self-energy enters at the same order in $\alpha$ as (20), so $\Delta E_{\rm D}$ is one contribution to the radiative shift of the level and not the whole of it.

## Values computed for the example and the checks

```
alpha = 7.2973525643e-03, c = 137.035999 a.u.
hartree = 27.211386 eV, bohr = 0.52917721 angstrom
reduced Compton length = 3.861593e-03 angstrom
prefactor 2 alpha/(3 pi) = 1.548546e-03
P(1): 4D loop 0.18128863, Feynman integral 0.18128863
P(5): 4D loop 1.75771825, Feynman integral 1.75771825
Pi at k = c: 1.40367e-04
P/p^2 at p = 0.001: 0.2000000;  P at p = 2i: -2.66666
t = 1.1: Im P cut 1.8495990, pair production 1.8495990
t = 1.5: Im P cut 2.8619616, pair production 2.8619616
t = 4.0: Im P cut 3.1368913, pair production 3.1368913
rho = 0.4, R = 12.0: Im segment 1.6206120, Im arcs -0.0085257
  sum 1.6120862, Im cut 1.6120862
R = 10: |arcs| = 1.09194, Jordan bound = 3.34376
R = 100: |arcs| = 0.24624, Jordan bound = 0.64176
R = 1000: |arcs| = 0.03202, Jordan bound = 0.09856
rho = 0.05: U Fourier 1.69936647e+00, U Yukawa 1.69936647e+00
rho = 0.3: U Fourier 3.87539997e-01, U Yukawa 3.87539997e-01
rho = 1.0: U Fourier 3.59327231e-02, U Yukawa 3.59327231e-02
rho = 2.5: U Fourier 6.90201393e-04, U Yukawa 6.90201393e-04
int (w - 1/t) dt = -0.1401862
rho = 0.001: U 5.499561, short-range form 5.499562
rho = 50: U/leading long-range form 0.96539, 1-29/(16 rho) 0.96375
int rho U d rho = 0.100000000
Z = 45, Z alpha = 0.328381, gamma = 0.944545
r = 2e-04 angstrom: rho 0.05179, U 1.66811e+00, dV/V 2.5832e-03
  V = -3.23992e+06 eV, dV = -8.36921e+03 eV
r = 1e-03 angstrom: rho 0.25896, U 4.64784e-01, dV/V 7.1974e-04
  V = -6.47984e+05 eV, dV = -4.66380e+02 eV
r = 4e-03 angstrom: rho 1.03584, U 3.23535e-02, dV/V 5.0101e-05
  V = -1.61996e+05 eV, dV = -8.11614e+00 eV
r = 1e-02 angstrom: rho 2.58961, U 5.54265e-04, dV/V 8.5831e-07
  V = -6.47984e+04 eV, dV = -5.56168e-02 eV
volume integral of dV = -1.88032e-05 eV angstrom^3
1s shift, contact = -3.68057 eV
1s shift, Schroedinger = -2.58083 eV (momentum space -2.58083 eV)
  ratio to contact = 0.70120
1s shift, Dirac = -3.39445 eV (momentum space -3.39445 eV)
  ratio to contact = 0.92226
1s shift, Dirac = -0.124744 hartree
1 - 25 pi Z alpha/64 = 0.59702
Dirac 1s binding = 28337.24 eV, |shift|/binding = 1.1979e-04
share of Dirac shift from r < 6e-05 angstrom = 8.3673e-03
```
